# Surface strain of a film-stressed wafer, free and held flat: test program

```python
"""
Result under test: a thin film with force per length N on a wafer of thickness h
and biaxial modulus M = E/(1-nu) gives the substrate's top face the in-plane strain
  free-standing:                     -4 N/(M h)
  held flat on a frictionless chuck:   -N/(M h)
so flattening leaves one quarter, in the limit of a thin film.
Strain is counted from the bare wafer; tension is positive; the film is on top.
Also tested: finite film thickness, rim lift, friction slip, large bow, gravity.
"""
import numpy as np
from numpy.polynomial import legendre as leg
from scipy import constants as const
from scipy.integrate import solve_bvp
from scipy.optimize import nnls


def disc_strain(flat, nu, radius=8.0, n_r=16, n_z=5):
    """3D axisymmetric elastic disc (E = h = 1) pulled inward by a unit line force
    at its top rim, the action of a film with N = 1. No plate assumption is made.
    Returns the mean in-plane strain within half the radius at top and bottom."""
    xr, wr = leg.leggauss(40)
    xz, wz = leg.leggauss(14)
    r, z = np.meshgrid(radius * (xr + 1) / 2, xz / 2, indexing="ij")
    weight = (np.outer(wr * radius / 2, wz / 2) * r).ravel()
    s = 2 * r**2 / radius**2 - 1
    ds = 4 * r / radius**2
    zero = np.zeros_like(r)
    columns, load, top, bottom = [], [], [], []
    s_half = -0.5
    for i in range(n_r):
        ci = np.eye(n_r)[i]
        p, dp = leg.legval(s, ci), leg.legval(s, leg.legder(ci)) * ds
        for j in range(n_z):
            cj = np.eye(n_z)[j]
            q, dq = leg.legval(2 * z, cj), 2 * leg.legval(2 * z, leg.legder(cj))
            # radial displacement r*p*q: strains rr, tt, zz, rz
            columns.append([p * q + r * dp * q, p * q, zero, r * p * dq])
            load.append(-radius**2)
            top.append(leg.legval(s_half, ci))
            bottom.append(leg.legval(s_half, ci) * (-1) ** j)
            # vertical displacement p*q, zero on the bottom face if held flat
            if flat:
                q, dq = q * (z + 0.5), dq * (z + 0.5) + q
            columns.append([zero, zero, p * dq, dp * q])
            load.append(0.0)
            top.append(0.0)
            bottom.append(0.0)
    b = np.array([[c.ravel() for c in col] for col in columns])
    lam, mu = nu / ((1 + nu) * (1 - 2 * nu)), 1 / (2 * (1 + nu))
    stiff = np.diag([2 * mu, 2 * mu, 2 * mu, mu])
    stiff[:3, :3] += lam
    cb = np.einsum("kl,alq->akq", stiff, b) * weight
    matrix = b.reshape(len(b), -1) @ cb.reshape(len(b), -1).T
    coef = np.linalg.lstsq(matrix, np.array(load), rcond=1e-13)[0]
    return coef @ np.array(top), coef @ np.array(bottom)


def bilayer(m, eta, flat):
    """Minimize the elastic energy of film plus substrate (h = M = misfit = 1).
    Returns substrate strain at the interface and at the bottom face."""
    x, w = leg.leggauss(4)
    z = np.concatenate([(x - 1) / 2, eta * (x + 1) / 2])
    root = np.sqrt(np.concatenate([w / 2, m * eta * w / 2]))
    misfit = np.concatenate([np.zeros(4), np.ones(4)])
    basis = np.ones((8, 1)) if flat else np.column_stack([np.ones(8), z])
    c = np.linalg.lstsq(basis * root[:, None], -misfit * root, rcond=None)[0]
    return c[0], c[0] - (0.0 if flat else c[1])


def ratio_formula(m, eta):
    top = 1 + 4*m*eta + 6*m*eta**2 + 4*m*eta**3 + m**2 * eta**4
    return top / ((1 + m * eta) * (4 + 3 * eta + m * eta**3))


def minimize_nonnegative(g, c):
    """Minimize |g v|^2/2 - c.v subject to v >= 0."""
    return nnls(g, np.linalg.solve(g.T, c), maxiter=5000)[0]


def plate(nu, coupling, edge, gravity):
    """Axisymmetric plate equations with mid-plane stretching, x = r/R.
    t: scaled slope, n: scaled radial resultant."""
    def rhs(x, y):
        t, dt, n, dn = y
        ddt = -dt / x + t / x**2 + coupling * n * t - gravity * x
        return np.array([dt, ddt, dn, -3 * dn / x - t**2 / (2 * x**2)])

    x0 = 0.01

    def ends(a, b):
        return np.array([a[0] - x0 * a[1], a[3] + a[0]**2 / (8 * x0),
                         b[1] + nu * b[0] - edge, b[2]])

    x = np.linspace(x0, 1, 200)
    guess = np.array([x, np.ones_like(x), (1 - x**2) / 16, -x / 8])
    sol = solve_bvp(rhs, ends, x, guess, tol=1e-8, max_nodes=20000)
    assert sol.success
    first, last = sol.sol(x0), sol.sol(1.0)
    return first[1], first[2], last[0], last[2] + last[3]


# Rough values: tensile silicon nitride film on a 300 mm silicon wafer (SI units)
film_h, film_stress, film_M = 100e-9, 1.0e9, 300e9
h, M, nu, R = 775e-6, 180e9, 0.28, 0.150
pressure, friction, density, expansion = 5.0e4, 0.3, 2330.0, 2.6e-6

# Three-dimensional elasticity against the thin-film law
free3, free3_bottom = disc_strain(False, nu)
flat3, flat3_bottom = disc_strain(True, nu)
unit3 = 1 - nu
assert abs(free3 / unit3 + 4) < 0.02
assert abs(free3_bottom / unit3 - 2) < 0.02
assert abs(flat3 / unit3 + 1) < 0.01
assert abs(flat3_bottom / unit3 + 1) < 0.01

# Two-layer energy minimum against the closed ratio and its expansion
for m_test in (0.3, 1.0, 2.5):
    for eta_test in (0.001, 0.1, 0.7):
        direct = bilayer(m_test, eta_test, True)[0] / bilayer(m_test, eta_test, False)[0]
        assert abs(direct - ratio_formula(m_test, eta_test)) < 1e-9
    small = 1e-4
    direct = bilayer(m_test, small, True)[0] / bilayer(m_test, small, False)[0]
    assert abs((4 * direct - 1) / small - (3 * m_test - 0.75)) < 0.01

# Rim lift: beam pressed on a rigid plane, with a built-in bending moment
n, step = 60, 0.03
moment_t, press_t, D_t = 0.7, 1.3, 1.9
bend = (np.eye(n) - 2 * np.eye(n, k=1) + np.eye(n, k=2)) / step**2
area = np.full(n, step)
area[0] /= 2
lift = minimize_nonnegative(np.sqrt(D_t * step) * bend,
                            moment_t * step * bend.sum(axis=0) - press_t * area)
lift_width = step * np.count_nonzero(lift > 1e-9 * lift.max())
assert abs(lift_width - np.sqrt(2 * moment_t / press_t)) < 3 * step
assert abs(lift[0] / (moment_t**2 / (2 * press_t * D_t)) - 1) < 0.03

# Friction slip: stretched strip with a free end, held by limited traction
force_t, traction_t, K_t = 0.8, 1.1, 1.7
pull = np.zeros(n)
pull[0] = force_t
slip = minimize_nonnegative(np.sqrt(K_t / step) * (np.eye(n) - np.eye(n, k=1)),
                            pull - traction_t * area)
slip_width = step * np.count_nonzero(slip > 1e-9 * slip.max())
assert abs(slip_width - force_t / traction_t) < 3 * step
assert abs(slip[0] / (force_t**2 / (2 * K_t * traction_t)) - 1) < 0.03

# Worked example
N = film_stress * film_h
E = M * (1 - nu)
D = M * h**3 / (12 * (1 + nu))
unit = N / (M * h)
kappa = 6 * N / (M * h**2)
bow = kappa * R**2 / 2
free_top, free_bottom = -unit - kappa * h / 2, -unit + kappa * h / 2
flat_top = -unit
eta, m = film_h / h, film_M / M
misfit = film_stress / film_M
layer_free, layer_bottom = (misfit * v for v in bilayer(m, eta, False))
layer_flat = misfit * bilayer(m, eta, True)[0]
assert abs(layer_free / free_top - 1) < 0.002
assert abs(layer_bottom / free_bottom - 1) < 0.002
assert abs(layer_flat / flat_top - 1) < 0.002

# Large bow: full plate equations against the leading corrections
coupling = 12 * (1 - nu**2) * (kappa * R**2 / h)**2
centre_curv, centre_n, rim_slope, rim_hoop = plate(nu, coupling, 1 + nu, 0.0)
slope_loss = (1 - nu) * (kappa * R**2 / (4 * h))**2
assert abs((1 - rim_slope) / slope_loss - 1) < 0.05
assert abs(16 * centre_n - 1) < 0.02
assert abs(-8 * rim_hoop - 1) < 0.02
stretch = (1 - nu) * centre_n * (kappa * R)**2
bowed_top = -unit - centre_curv * kappa * h / 2 + stretch
rim_stretch = rim_hoop * (kappa * R)**2

# Gravity: wafer lying horizontally, supported along its rim
gravity_curv = plate(nu, 0.0, 0.0, 1.0)[0]
assert abs(gravity_curv / ((3 + nu) / (8 * (1 + nu))) - 1) < 1e-3
weight_area = density * const.g * h
kappa_gravity = weight_area * R**2 * (3 + nu) / (16 * D * (1 + nu))
gravity_top = -kappa_gravity * h / 2

rim_width = np.sqrt(N * h / pressure)
rim_lift = (N * h)**2 / (8 * pressure * D)
friction_width = 3 * N / (friction * pressure)
eV_A2 = const.e / const.angstrom**2

print("INPUTS (rough typical values)")
print(f"film thickness              {film_h*1e9:.0f} nm")
print(f"film stress                 {film_stress/1e9:.2f} GPa")
print(f"film biaxial modulus        {film_M/1e9:.0f} GPa")
print(f"wafer thickness             {h*1e6:.0f} um")
print(f"wafer radius                {R*1e3:.0f} mm")
print(f"wafer biaxial modulus       {M/1e9:.0f} GPa")
print(f"wafer Poisson ratio         {nu:.2f}")
print(f"wafer Young modulus         {E/1e9:.1f} GPa")
print(f"clamping pressure           {pressure/1e3:.0f} kPa")
print(f"friction coefficient        {friction:.2f}")
print(f"wafer density               {density:.0f} kg/m3")
print(f"thermal expansion           {expansion*1e6:.1f} 1e-6/K")
print("THIN-FILM RESULTS")
print(f"film force per length       {N:.1f} N/m")
print(f"same, converted             {N/eV_A2:.3f} eV/angstrom^2")
print(f"free curvature              {kappa:.5f} 1/m")
print(f"free bow                    {bow*1e6:.1f} um")
print(f"free top strain             {free_top*1e6:.3f} 1e-6")
print(f"free bottom strain          {free_bottom*1e6:.3f} 1e-6")
print(f"flat strain, both faces     {flat_top*1e6:.3f} 1e-6")
print(f"ratio flat/free at top      {flat_top/free_top:.4f}")
print(f"flat rim displacement       {flat_top*R*1e9:.1f} nm")
print(f"holding moment per length   {N*h/2:.5f} N")
print("3D ELASTIC DISC, strain in N/(M h)")
print(f"free top, bottom            {free3/unit3:.4f}, {free3_bottom/unit3:.4f}")
print(f"flat top, bottom            {flat3/unit3:.4f}, {flat3_bottom/unit3:.4f}")
print(f"ratio flat/free at top      {flat3/free3:.4f}")
print("NEGLECTED EFFECTS")
print(f"ratio, finite film          {layer_flat/layer_free:.6f}")
print(f"ratio, film 1/10 of wafer   {ratio_formula(m, 0.1):.4f}")
print(f"large bow: slope loss       {100*(1-rim_slope):.3f} %")
print(f"large bow: centre stretch   {stretch*1e6:.4f} 1e-6")
print(f"large bow: rim hoop strain  {rim_stretch*1e6:.4f} 1e-6")
print(f"large bow: centre ratio     {flat_top/bowed_top:.4f}")
print(f"gravity top strain, centre  {gravity_top*1e6:.3f} 1e-6")
print(f"rim lift width              {rim_width*1e3:.2f} mm")
print(f"rim lift height             {rim_lift*1e9:.2f} nm")
print(f"locked face: top ratio      {layer_bottom/layer_free:.4f}")
print(f"locked face: slip band      {friction_width*1e3:.1f} mm")
print(f"heating equal to flat strain {unit/expansion:.3f} K")
print("PASS")
```

Running it gives:

```
INPUTS (rough typical values)
film thickness              100 nm
film stress                 1.00 GPa
film biaxial modulus        300 GPa
wafer thickness             775 um
wafer radius                150 mm
wafer biaxial modulus       180 GPa
wafer Poisson ratio         0.28
wafer Young modulus         129.6 GPa
clamping pressure           50 kPa
friction coefficient        0.30
wafer density               2330 kg/m3
thermal expansion           2.6 1e-6/K
THIN-FILM RESULTS
film force per length       100.0 N/m
same, converted             6.242 eV/angstrom^2
free curvature              0.00555 1/m
free bow                    62.4 um
free top strain             -2.867 1e-6
free bottom strain          1.434 1e-6
flat strain, both faces     -0.717 1e-6
ratio flat/free at top      0.2500
flat rim displacement       -107.5 nm
holding moment per length   0.03875 N
3D ELASTIC DISC, strain in N/(M h)
free top, bottom            -4.0001, 2.0002
flat top, bottom            -0.9999, -0.9998
ratio flat/free at top      0.2500
NEGLECTED EFFECTS
ratio, finite film          0.250137
ratio, film 1/10 of wafer   0.3534
large bow: slope loss       0.116 %
large bow: centre stretch   0.0311 1e-6
large bow: rim hoop strain  -0.0864 1e-6
large bow: centre ratio     0.2532
gravity top strain, centre  -4.533 1e-6
rim lift width              1.24 mm
rim lift height             2.75 nm
locked face: top ratio      -0.5000
locked face: slip band      20.0 mm
heating equal to flat strain 0.276 K
PASS
```
